# Steady Deposition of Colloidal Particles Through a High DLVO Barrier

A sphere of radius 50 nm in a 10 mmol/L salt solution faces a barrier of \(20.9\,kT\) before it can touch a like-charged wall. The Boltzmann factor of that barrier is \(8.7\times10^{-10}\). Yet the computed deposition rate is \(3.0\times10^{-7}\) of the rate set by diffusion through a 10 µm liquid layer, about 350 times more than the Boltzmann factor alone suggests. The missing factor is a ratio of lengths, reduced by the drag that the wall exerts on the sphere.

## Setting and theorem

The algebra uses atomic units, with \(4\pi\varepsilon_0=1\) and unit elementary charge; \(\varepsilon\) is the relative permittivity and \(\beta=1/kT\). A sphere of radius \(a\) has gap \(h\) to a flat wall and interaction energy \(U(h)\). The concentration of spheres is \(c(h)\), and \(J>0\) denotes flux towards the wall.

**Assumptions.**

1. The suspension is dilute, motion is overdamped, and conditions are steady between the wall and a plane \(h=\delta\), where \(c=c_\delta\).
2. The wall is a perfect sink: \(c\,e^{\beta U}\to0\) as \(h\to0\). Detachment and blocking by deposited particles are neglected.
3. The diffusivity normal to the wall is
\[
D(h)=\frac{D_\infty}{1+a/h},\qquad D_\infty=\frac{kT}{6\pi\eta a},
\]
with \(\eta\) the viscosity.
4. Both surfaces are smooth and held at the same small potential \(\psi\), and \(h\) and the Debye length are small compared with \(a\). Then
\[
U(h)=\varepsilon a\psi^2\ln(1+e^{-\kappa h})-\frac{Aa}{6h},\qquad \kappa^2=\frac{8\pi n\beta}{\varepsilon},
\]
where \(n\) is the number density of ion pairs of a 1:1 salt and \(A>0\) is the Hamaker constant.

**Theorem.** Under assumptions 1–4, \(J=kc_\delta\) with
\[
k=\frac{e^{\beta U(\delta)}}{\displaystyle\int_0^\delta \frac{e^{\beta U(h)}}{D(h)}\,dh}. \tag{1}
\]
If \(U\) has a high maximum at \(h_m\), which dominates the integral, and \(U(\delta)\approx0\), then to leading order
\[
k\approx D(h_m)\sqrt{\frac{\beta|U''(h_m)|}{2\pi}}\;e^{-\beta U(h_m)}. \tag{2}
\]

The first two lemmas justify assumptions 3 and 4.

## Lemma 1: drag near the wall

**Claim.** For \(h\ll a\), a sphere approaching a no-slip wall at speed \(V\) feels the force \(6\pi\eta a^2V/h\).

**Proof.** Near the axis the gap at radius \(r\) is \(H=h+r^2/2a\), so \(r\,dr=a\,dH\). Pressure-driven flow between two no-slip surfaces carries the volume \(q=-(H^3/12\eta)\,dp/dr\) per unit width. Liquid displaced inside radius \(r\) must leave through its rim: \(\pi r^2V=2\pi r q\). Hence
\[
\frac{dp}{dr}=-\frac{6\eta Vr}{H^3},\qquad
p=6\eta Va\int_H^\infty\frac{dH'}{H'^3}=\frac{3\eta Va}{H^2}.
\]
The force is
\[
\int_0^\infty 2\pi r\,p\,dr=2\pi a\int_h^\infty\frac{3\eta Va}{H^2}\,dH=\frac{6\pi\eta a^2V}{h}.\qquad\blacksquare
\]

Far away the drag is Stokes' \(6\pi\eta aV\). Adding the two gives the friction coefficient \(6\pi\eta a(1+a/h)\), and Einstein's relation \(D=kT/\text{friction}\) gives assumption 3. The sum is an interpolation: it has the right leading behaviour at both ends, but is not an exact solution between them. A direct multipole solution of the Stokes equations gives a drag ratio of 37.8 at the barrier of the example, against 37.1 from the sum. Over that gap and \(h/a=0.1,\,0.3,\,1,\,3\), the largest error relative to the direct solution was 6.0 percent. The worst case lies between these points: Brenner's exact series gives 6.4 percent near \(h/a=0.55\).

## Lemma 2: the interaction energy

**Repulsion.** Put two plates at \(x=\pm h/2\), both at potential \(\psi\). Boltzmann ions have charge density \(n(e^{-\beta\phi}-e^{\beta\phi})\approx-2n\beta\phi\) for \(\beta|\phi|\ll1\). Poisson's equation \(\phi''=-4\pi\rho/\varepsilon\) becomes \(\phi''=\kappa^2\phi\), with
\[
\phi=\psi\frac{\cosh\kappa x}{\cosh(\kappa h/2)},\qquad
\sigma=\frac{\varepsilon}{4\pi}\phi'(h/2)=\frac{\varepsilon\kappa\psi}{4\pi}\tanh\frac{\kappa h}{2}.
\]
At fixed potential the free energy per area of each surface is \(-\int_0^\psi\sigma\,d\psi'=-\sigma\psi/2\), because charge is supplied by a reservoir. Two surfaces give \(-\sigma\psi\). Subtracting the value at infinite separation,
\[
W_e=\frac{\varepsilon\kappa\psi^2}{4\pi}\left(1-\tanh\frac{\kappa h}{2}\right)
=\frac{\varepsilon\kappa\psi^2}{2\pi}\,\frac{1}{e^{\kappa h}+1}.
\]

**Attraction.** Let atoms attract as \(-C/r^6\), with densities \(\rho_1,\rho_2\) in the two bodies. One atom at distance \(z\) from a half-space has energy
\[
-C\rho_1\int_z^\infty dz'\int_0^\infty\frac{2\pi s\,ds}{(s^2+z'^2)^3}
=-C\rho_1\int_z^\infty\frac{\pi}{2z'^4}\,dz'=-\frac{\pi C\rho_1}{6z^3}.
\]
Integrating \(\rho_2\,dz\) from \(h\) to infinity and setting \(A=\pi^2C\rho_1\rho_2\) gives \(W_v=-A/(12\pi h^2)\).

**Sphere and wall.** Treat each ring of the sphere as a piece of plate at its local gap \(H\) (Derjaguin's approximation). With \(r\,dr=a\,dH\),
\[
U=\int 2\pi r\,W\,dr=2\pi a\int_h^\infty (W_e+W_v)\,dH.
\]
Since \(\int_h^\infty dH/(e^{\kappa H}+1)=\kappa^{-1}\ln(1+e^{-\kappa h})\) and \(\int_h^\infty dH/H^2=1/h\), assumption 4 follows. \(\blacksquare\)

**Where the maximum is.** Setting
\[
U'=\frac{Aa}{6h^2}-\frac{\varepsilon a\psi^2\kappa}{e^{\kappa h}+1}=0
\]
and writing \(x=\kappa h\) gives
\[
\frac{x^2}{e^x+1}=\frac{A\kappa}{6\varepsilon\psi^2}. \tag{3}
\]
The left side rises from zero, peaks where \(x=2(1+e^{-x})\), that is at \(x\approx2.22\) with value 0.483, and then decays. For a right side below 0.483 there are two roots. The inner one is the barrier, the outer one the secondary minimum; above 0.483 there is no barrier. A root does not by itself ensure a high barrier: \(\beta U(h_m)\gg1\) is a further condition. Even \(U(h_m)>0\) needs a right side below 0.316, the largest value of \(x\ln(1+e^{-x})\). The radius has cancelled from (3), so at fixed \(\psi,A,\kappa\) the barrier position is independent of \(a\) and its height is proportional to \(a\).

## Proof of the theorem

**The rate integral.** Diffusion and drift give the Smoluchowski flux towards the wall,
\[
J=D\left(\frac{dc}{dh}+\beta U'c\right).
\]
The drift term is positive where \(U'>0\), since the force \(-U'\) then points to the wall. In steady state the continuity equation makes \(J\) independent of \(h\). Multiply by \(e^{\beta U}/D\):
\[
\frac{d}{dh}\left(c\,e^{\beta U}\right)=J\frac{e^{\beta U}}{D}.
\]
Integrate from contact, where \(c\,e^{\beta U}\to0\), to \(\delta\):
\[
c_\delta e^{\beta U(\delta)}=J\int_0^\delta\frac{e^{\beta U}}{D}\,dh,
\]
which is (1). The integral converges at contact because \(1/D\) grows as \(a/(D_\infty h)\) while \(e^{\beta U}\) vanishes as \(e^{-\beta Aa/6h}\), up to a constant.

**The saddle point.** Let \(\phi=-\beta U\), now a dimensionless function, and \(g=1/D\). At \(h_m\), \(\phi'=0\) and \(\phi''=\beta|U''|>0\). For a high barrier, \(e^{-\phi}\) is sharply peaked at \(h_m\). Keep \(\phi\) to second order, take \(g(h_m)\) outside, and extend the limits to infinity:
\[
\int_0^\delta g\,e^{-\phi}dh\approx g(h_m)e^{\beta U(h_m)}\int_{-\infty}^{\infty}e^{-\phi''x^2/2}dx
=\frac{e^{\beta U(h_m)}}{D(h_m)}\sqrt{\frac{2\pi}{\beta|U''(h_m)|}}.
\]
Its inverse, with \(e^{\beta U(\delta)}\approx1\), is (2). \(\blacksquare\)

**First correction.** With \(x=h-h_m\), the next terms of the integrand, relative to the Gaussian, are
\[
\left(1+\frac{g'}{g}x+\frac{g''}{2g}x^2\right)
\left(1-\frac{\phi'''x^3}{6}-\frac{\phi''''x^4}{24}+\frac{\phi'''^2x^6}{72}\right).
\]
The Gaussian averages are \(\langle x^2\rangle=1/\phi''\), \(\langle x^4\rangle=3/\phi''^2\) and \(\langle x^6\rangle=15/\phi''^3\); odd powers average to zero. The integral is therefore multiplied by \(1+C\), with
\[
C=\frac{g''}{2g\phi''}-\frac{g'\phi'''}{2g\phi''^2}-\frac{\phi''''}{8\phi''^2}+\frac{5\phi'''^2}{24\phi''^3}. \tag{4}
\]
If \(\beta U\) is multiplied by \(s\) at fixed shape, every term falls as \(1/s\). That is the sense in which (2) becomes accurate for high barriers.

## Two limiting cases

**No attraction.** If \(A=0\), \(e^{\beta U}\) is finite at contact and \(\int dh/h\) diverges logarithmically. Each decade of smaller gap adds \((a/D_\infty)e^{\beta U(0)}\ln10\) to the resistance, so \(k\to0\). In this continuum model diffusion alone cannot squeeze out the last liquid; the diverging attraction can.

**A low barrier.** Outside the range of \(U\) the integrand is nearly \(1/D_\infty\), apart from a logarithmic drag term that is small when \(\delta\gg a\). Splitting the resistance gives
\[
\frac1k\approx\frac{\delta}{D_\infty}+\frac1{k_b},
\]
where \(k_b\) is the barrier rate (2). The ratio of the barrier rate to the diffusion-limited rate is
\[
\frac{k_b\delta}{D_\infty}=\frac{\delta}{1+a/h_m}\sqrt{\frac{\beta|U''|}{2\pi}}\;e^{-\beta U(h_m)}. \tag{5}
\]
When this is no longer small, the outer layer also limits deposition and (2) must not be used alone.

## Worked example: an abrasive particle on a wafer

Take a silica-like particle with \(a=50\) nm near an oxidized wafer at 298 K, both at \(-25\) mV, in 10 mmol/L salt. The Hamaker constant is 0.050 eV, \(\varepsilon=78.5\), and the viscosity is 0.89 mPa s. These are rough typical values. Here \(\beta|\psi|=0.97\), at the edge of the linear regime of assumption 4; the error this causes is sized below.

The Debye length is \(1/\kappa=3.042\) nm. In practical units \(\varepsilon a\psi^2\) is divided by \(e^2/4\pi\varepsilon_0=1.44\) eV nm:
\[
\frac{78.5\times50\times0.025^2}{1.44}=1.704\ \text{eV}.
\]
The right side of (3) is \((0.050/6)\times50/(1.704\times3.042)=0.0804\). Its roots are \(x=0.455\) and \(x=6.15\), or gaps of 1.38 nm and 18.7 nm. The barrier is
\[
U(h_m)=0.837-0.301=0.536\ \text{eV}=20.9\,kT.
\]
The outer minimum is only 0.019 eV deep, less than \(kT=0.0257\) eV. At that gap \(h/a\approx0.37\) is not small, and summing the attraction over the true sphere makes the minimum shallower still, about 0.007 eV near 20 nm.

The bulk diffusivity is \(4.91\times10^{-8}\) cm²/s. Dividing by the drag ratio 37.1 gives \(1.32\times10^{-9}\) cm²/s at the barrier. The curvature is \(-0.2703\) eV/nm², so
\[
\sqrt{\frac{0.2703/0.02569}{2\pi}}=1.294\ \text{nm}^{-1}=1.294\times10^7\ \text{cm}^{-1},
\]
\[
k\approx(1.322\times10^{-9})(1.294\times10^7)(8.72\times10^{-10})\approx1.49\times10^{-11}\ \text{cm/s}.
\]
The full integral gives \(1.485\times10^{-11}\) cm/s. Integrating the steady differential equation outward from absorbing planes at 0.3 and 0.5 nm agreed with it to within one part in \(10^4\), so the precise position of an absorbing plane is immaterial here. Whether the wall does absorb depends on the closest approach. \(U\) is negative only below 0.39 nm; at 0.5 nm it is \(+8.3\,kT\), with \(12.6\,kT\) to escape, against \(32\,kT\) at 0.3 nm. A surface layer that keeps the sphere near 0.5 nm would make assumption 2 doubtful.

Equation (5) now explains the opening numbers. For \(\delta=10^4\) nm the prefactor is \(10^4\times1.29/37.1\approx350\), and \(350\times8.7\times10^{-10}=3.0\times10^{-7}\). With this prefactor held fixed, barrier and layer would have equal resistance at about \(\ln350\approx5.9\,kT\), a rough figure because (2) is less accurate there.

The saddle-point rate is 0.45 percent above the full rate. This closeness is partly luck. The four terms of (4) are about \(+0.0483\), \(-0.0837\), \(-0.0865\) and \(+0.1243\), and nearly cancel to \(C=0.0024\). Setting \(U(\delta)=0\) contributes another 0.16 percent; the small remainder is of higher order. That 0.16 percent is a property of the model formula, whose \(1/h\) tail is here carried to \(h=200a\), outside assumption 4; for a true sphere \(\beta U(\delta)\) is below \(10^{-7}\) in size. Omitting wall drag altogether would raise the full rate by a factor of 36.

For \(10^7\) particles per cm³, the flux is \(1.5\times10^{-4}\) per cm² per second. One side of a 300 mm wafer has area 707 cm², so one minute gives
\[
1.485\times10^{-4}\times707\times60\approx6.3\ \text{particles}
\]
on average in this model. The count assumes that suspension fills the layer from the start. The diffusion time \(\delta^2/D_\infty\) is 20 s, and a layer that starts free of particles gives about 5.2. Gravity is neglected; for a density of 2.2 g/cm³ it amounts to \(0.015\,kT\) across the layer, about 1.5 percent in the rate for a horizontal wafer.

## How far the number can be trusted

**Remark on perturbations.** Let \(U\) change by \(\delta U(h)\). Because \(U'(h_m)=0\), the barrier changes to first order by \(\delta U(h_m)\), and \(k\) by roughly \(e^{-\beta\delta U(h_m)}\). The new maximum cannot lie below the new energy at the old gap, so this estimate is a lower bound on the new height.

At \(h_m\), the nonlinear Poisson–Boltzmann equation shifts the energy by \(-0.021\) eV. Solving for the true sphere shape shifts the linear repulsion by \(-0.001\) eV, and summing the attraction over the sphere's volume adds \(0.032\) eV. Two further estimates concern the van der Waals force. Salt screens its static part, taken as \(\tfrac34kT[(78.5-3.9)/(78.5+3.9)]^2\) of the Hamaker constant, by a factor \(e^{-2\kappa h}\); this adds 0.057 eV (about 0.067 eV if the full zero-frequency series is kept instead of its first term). Retardation, estimated by a simple exponential damping with a single absorption energy of 13 eV and refractive index 1.33, adds 0.027 eV; the Lifshitz expression with the same oscillator and a silica index of 1.45 gives 0.044 to 0.047 eV, depending on how much of \(A\) is assigned to the static part. The plain sum of the simpler estimates is \(+0.094\) eV, which would lower the rate by a factor of about 40. The three van der Waals shifts trim the same long-range tail, however, and do not add. Applied together, the simpler estimates give \(+0.074\) eV and a factor of about 18, and the fuller forms give \(+0.097\) eV and a factor of about 45. The count falls from 6.3 particles to between about 0.14 and 0.35.

Inertia is minor: the barrier frequency is 0.007 of the velocity relaxation rate at the barrier, where wall drag raises the friction 37-fold, for a density of 2.2 g/cm³. With bulk friction the ratio would be 0.27.

Small changes of input matter far more than inertia. Weakening both potentials by 1 mV multiplies the rate by 12. Reducing the radius to 45 nm, with the other inputs held fixed, multiplies it by 9.4. For \(h_m\ll a\), equation (2) explains the latter: \(D(h_m)\propto a^{-2}\) and \(\sqrt{|U''|}\propto a^{1/2}\), so the factor is \(0.9^{-3/2}e^{0.1\times20.86}\approx9.4\). A spread of sizes or potentials therefore gives its weaker-barrier members a disproportionate share of the deposit.

**The real case.** Oxide surfaces exchange ions with the solution, so neither their potential nor their charge is strictly fixed as they approach. If the isolated-surface charge is held fixed instead, linear theory raises the energy at \(h_m\) by 0.88 eV, or \(34\,kT\), which would make deposition over this barrier negligible. That figure is only indicative: the same theory then puts the surfaces at \(\psi\coth(\kappa h_m/2)\), about \(-110\) mV or \(4\,kT\) per unit charge, well outside its range. The nonlinear Poisson–Boltzmann equation at fixed charge gives about half the shift, 0.46 eV or \(18\,kT\) at \(h_m\), and moves the barrier inward to about 0.7 nm; deposition remains negligible. Within linear theory, the choice of boundary condition outweighs every other effect sized here. A potential of \(-25\) mV is also on the weak side for silica in neutral or alkaline water; stronger potentials raise the barrier. Roughness, patchy charge and hydration forces at nanometre gaps are left out and have not been sized. The smeared charge is itself an idealization: at \(-25\) mV the isolated surface carries about 0.037 charges per nm², roughly 5 nm apart, more than the gap at the barrier or the Debye length. The count of six particles illustrates the mechanism and is not a forecast for a rinse tank. The values for the basic model and the simpler estimates are in the numerical output.

## Table of computed values

```
Temperature: 298.15 K
Thermal energy: 0.025693 eV
Particle radius: 50.0 nm
Surface potentials: -25.0 mV
Salt concentration: 10.0 mmol/L
Hamaker constant: 0.050 eV
Relative permittivity: 78.5 (no unit)
Viscosity: 0.89 mPa s
Outer layer: 10000 nm
Debye length: 3.0421 nm
Barrier gap: 1.3845 nm
Repulsion at barrier: 0.83691 eV
Attraction at barrier: -0.30095 eV
Barrier height: 0.53596 eV = 20.860 kT
Barrier curvature: -0.27028 eV/nm2
Secondary minimum gap: 18.71 nm
Secondary minimum energy: -0.01864 eV
Bulk diffusivity: 4.90746e-08 cm2/s
Barrier diffusivity: 1.32228e-09 cm2/s
Interpolated drag ratio: 37.1137 (no unit)
Direct Stokes drag ratio: 37.8116 (no unit)
Largest tested drag-law error: 6.02 percent
Full rate constant: 1.48501e-11 cm/s = 1.48501e-04 nm/s
Saddle rate constant: 1.49167e-11 cm/s
Saddle/full rate: 1.00448 (no unit)
First saddle correction C: 0.00237 (no unit)
Rate without wall drag: 5.31338e-10 cm/s
Particle concentration: 1.00e+07 per cm3
Deposition flux: 1.48501e-04 per cm2 per s
Wafer diameter: 300 mm
Exposure time: 60 s
Expected wafer count: 6.298 particles
Shift, nonlinear screening: -0.02060 eV
Shift, curved double layer: -0.00091 eV
Shift, curved van der Waals: +0.03167 eV
Shift, salt-screened static vdW: +0.05681 eV
Shift, retarded vdW: +0.02717 eV
Sum of these shifts: +0.09414 eV
Rate factor from sum: 2.562e-02 (no unit)
Fixed-charge shift: +0.87714 eV
Rate factor, 1 mV weaker: 12.197 (no unit)
Rate factor, 45 nm radius: 9.400 (no unit)
Inertia/friction ratio: 7.174e-03 (no unit)
Outer-layer resistance share: 3.026e-07 (no unit)
```
